# Morse well depth of an O-H bond from two infrared lines

## Problem

Hydrogen in an oxide semiconductor can bind to an oxygen atom and form an O-H group, whose stretching vibration absorbs in the infrared. Suppose a film shows a fundamental line at $\nu_1=3600\ \mathrm{cm^{-1}}$ (from $v=0$ to $v=1$) and a weaker first overtone at $\nu_2=7030\ \mathrm{cm^{-1}}$ (from $v=0$ to $v=2$). These are round model inputs. Describe the stretch by the Morse potential

$$V(r)=D\left(1-e^{-a(r-r_0)}\right)^2 ,$$

where $r$ is the O-H distance, $r_0$ its value at the minimum, $1/a$ the range and $D$ the depth measured from the minimum.

1. Derive the bound levels of this potential.
2. Find the harmonic wavenumber $w$, which the bond would have if only the curvature at the minimum mattered.
3. Find $D$, and the energy $D_0$ needed to reach the dissociation limit from $v=0$.
4. State what the two lines do and do not establish about the bond.

Assume that the stretch is uncoupled from other vibrations and that the O-H group does not rotate, so that the problem is one-dimensional with a fixed effective mass $\mu$. Let $r$ run over the whole real line. This is acceptable if the inner wall is high enough for the wave functions to be negligible at $r\le 0$. All energies, including $V$ and $D$, are expressed as wavenumbers, that is, divided by $hc$.

## Hints

**Hint 1.** Measure length in units of $1/a$. The Schrödinger equation then contains two energies: $D$ and a kinetic energy scale.

**Hint 2.** The variable $z\propto e^{-a(r-r_0)}$ turns the exponentials into powers. Take out the behaviour of $\psi$ at both ends and expand the remaining factor in a power series.

**Hint 3.** The level formula has one term linear in $v+\tfrac12$ and one quadratic term. Two lines suffice to fix the two coefficients. Compare the linear one with the curvature of $V$ at $r_0$.

**Hint 4.** Before trusting the depth, ask how far up the well the observed levels reach.

## Full solution

### The equation in reduced form

Set $y=a(r-r_0)$ and define

$$t=\frac{\hbar^2a^2}{2\mu hc},\qquad \lambda=\sqrt{\frac{D}{t}} .$$

Each derivative with respect to $r$ gives a factor $a$, so the Schrödinger equation, divided by $hc$, is

$$-t\,\frac{d^2\psi}{dy^2}+D(1-e^{-y})^2\psi=E\psi .$$

A bound state has $E<D$, because $V\to D$ at large $y$. We may therefore write $E=t(\lambda^2-\kappa^2)$ with $\kappa>0$. Dividing by $t$ and expanding the square, the terms $\lambda^2$ cancel:

$$\frac{d^2\psi}{dy^2}=\left(\kappa^2-2\lambda^2e^{-y}+\lambda^2e^{-2y}\right)\psi .$$

Now let $z=2\lambda e^{-y}$. Since $dz/dy=-z$, we have $d/dy=-\theta$ with $\theta=z\,d/dz$, and the second derivative becomes $\theta^2$. Also $2\lambda^2e^{-y}=\lambda z$ and $\lambda^2e^{-2y}=z^2/4$. Hence

$$\theta^2\psi=\left(\kappa^2-\lambda z+\tfrac14z^2\right)\psi .$$

At large $y$, where $z\to0$, the solutions behave as $z^{\kappa}\propto e^{-\kappa y}$ or $z^{-\kappa}\propto e^{\kappa y}$. A bound state needs the first. At the inner wall, where $z\to\infty$, the term $z^2/4$ suggests a decay $e^{-z/2}$. Write

$$\psi=z^\kappa e^{-z/2}F(z).$$

Acting with $\theta$ on the prefactor multiplies it by $\kappa-z/2$. Acting twice, and using $\theta(\kappa-z/2)=-z/2$, gives

$$\theta^2\psi=z^\kappa e^{-z/2}\left[\theta^2F+(2\kappa-z)\theta F+\left(\kappa-\tfrac z2\right)^2F-\tfrac z2F\right].$$

The square is $\kappa^2-\kappa z+z^2/4$. Its first and last terms cancel against the right-hand side of the equation for $\psi$, leaving

$$\theta^2F+(2\kappa-z)\theta F-\left(\kappa+\tfrac12-\lambda\right)zF=0 .$$

With $\theta F=zF'$ and $\theta^2F=z^2F''+zF'$, division by $z$ yields

$$zF''+(2\kappa+1-z)F'-\left(\kappa+\tfrac12-\lambda\right)F=0 .$$

### Why the energies are discrete

Insert $F=\sum_k c_kz^k$ with $c_0\ne0$, which is the solution that decays at large $y$. The coefficient of $z^k$ is

$$(k+1)(k+2\kappa+1)\,c_{k+1}-\left(k+\kappa+\tfrac12-\lambda\right)c_k=0 ,$$

so that

$$\frac{c_{k+1}}{c_k}=\frac{k+\kappa+\frac12-\lambda}{(k+1)(k+2\kappa+1)} .$$

Suppose the series does not end. For large $k$ the ratio is positive and approaches $1/(k+1)$, so beyond some $k$ it exceeds $\tfrac34/(k+1)$. The coefficients then all have one sign and are at least a constant times those of $e^{3z/4}$. Apart from a polynomial, $|F|$ grows at least as fast as $e^{3z/4}$, and $|\psi|$ at least as fast as $z^\kappa e^{z/4}$. Such a function diverges at the inner wall and is not a bound state.

The series must therefore end at some $k=v$, where $v=0,1,2,\dots$. The numerator then vanishes:

$$\kappa=\lambda-\tfrac12-v>0 .$$

Conversely, each such $\kappa$ gives a polynomial $F$ and a $\psi$ that decays at both ends. The inequality makes the number of bound levels finite.

Substitution into $E=t(\lambda^2-\kappa^2)$ gives

$$E_v=t\left[\lambda^2-\left(\lambda-(v+\tfrac12)\right)^2\right]
=2\lambda t\left(v+\tfrac12\right)-t\left(v+\tfrac12\right)^2 .$$

### Meaning of the two coefficients

Near the minimum $1-e^{-y}\approx y$, so $V\approx Da^2(r-r_0)^2$. In ordinary energy units the force constant is $2Da^2hc$, and the angular frequency is $\omega=\sqrt{2Da^2hc/\mu}$. The harmonic wavenumber $w=\hbar\omega/(hc)$ satisfies

$$w^2=\frac{2\hbar^2a^2D}{\mu hc}=4tD=4\lambda^2t^2 .$$

Thus $w=2\lambda t$, which is the coefficient of the linear term. Naming the other coefficient $x=t$, we have

$$E_v=w\left(v+\tfrac12\right)-x\left(v+\tfrac12\right)^2,\qquad D=\lambda^2t=\frac{w^2}{4x}.$$

The mass and the range have dropped out of the relation between $D$ and the spectrum. To convert the result into a potential as a function of distance, one of them must be known, along with $r_0$: the coefficient $x$ fixes the combination $a^2/\mu$, from which the other follows.

### From lines to parameters

A line from $v=0$ to $v=n$ lies at

$$E_n-E_0=wn-x\left[\left(n+\tfrac12\right)^2-\tfrac14\right]=wn-x\,n(n+1).$$

For the two observed lines,

$$\nu_1=w-2x,\qquad \nu_2=2w-6x .$$

In the combination $3\nu_1-\nu_2$ the terms in $x$ cancel; in $2\nu_1-\nu_2$ the terms in $w$ cancel:

$$w=3\nu_1-\nu_2,\qquad x=\frac{2\nu_1-\nu_2}{2},\qquad
D=\frac{(3\nu_1-\nu_2)^2}{2(2\nu_1-\nu_2)} .$$

The numbers are

$$w=10800-7030=3770\ \mathrm{cm^{-1}},\qquad
x=\frac{7200-7030}{2}=85\ \mathrm{cm^{-1}},$$

$$D=\frac{3770^2}{4\times85}\ \mathrm{cm^{-1}}=41802.6\ \mathrm{cm^{-1}}\approx5.18\ \mathrm{eV}.$$

The harmonic wavenumber lies $2x=170\ \mathrm{cm^{-1}}$ above the fundamental. Using $3600\ \mathrm{cm^{-1}}$ as the measure of the curvature would thus underestimate the force constant, which is proportional to $w^2$ at fixed mass.

The ground level lies at $E_0=w/2-x/4=1885-21.25=1863.75\ \mathrm{cm^{-1}}$. Starting from it, the dissociation limit of the model is reached with

$$D_0=D-E_0=39938.9\ \mathrm{cm^{-1}}\approx4.95\ \mathrm{eV}.$$

### Checks on the assignment and the model

The inversion needs $2\nu_1>\nu_2$, so that $x>0$. If $\nu_2\to2\nu_1$ at fixed $\nu_1$, then $x\to0$, $w\to\nu_1$ and $D\to\infty$: within the Morse family, equal spacing is approached only in the harmonic limit, where the dissociation limit moves to infinity. For other shapes, $\nu_2=2\nu_1$ alone would not exclude a finite depth.

The level $v=2$ must also be bound, which requires $\lambda>5/2$. Since $\lambda=w/(2x)=(3\nu_1-\nu_2)/(2\nu_1-\nu_2)$, this means

$$2(3\nu_1-\nu_2)>5(2\nu_1-\nu_2)\quad\Longrightarrow\quad 3\nu_2>4\nu_1 .$$

Here $21090>14400$, so the condition holds. The value $\lambda=22.176$ allows $v<\lambda-\tfrac12=21.676$, hence 22 bound levels, $v=0$ to $21$. Diagonalization on a grid finds the same number, and its energies agree with the formula to better than $10^{-9}\ \mathrm{cm^{-1}}$.

The line at 7030 must not be confused with the hot band from $v=1$ to $v=2$. That transition lies at $\nu_2-\nu_1=3430\ \mathrm{cm^{-1}}$, slightly below the fundamental, and starts from a thermally excited level.

### What has been established

Within the Morse model, the two lines determine $w$ and $D$. The status of these two results differs. The harmonic wavenumber concerns the bottom of the well, close to where the data lie. The depth concerns its top. The highest level involved, $E_2=8893.75\ \mathrm{cm^{-1}}$, is at 21% of $D$, and the rest of the curve is supplied by the assumed shape.

There is also a physical reservation. The Morse limit describes a hydrogen atom pulled away from one oxygen atom towards a flat potential. In an oxide, a displaced hydrogen atom soon meets other atoms and may bind to one of them. The value 5.18 eV is therefore neither a barrier for hydrogen migration nor a measured energy for removing hydrogen from the film. It is a parameter of an effective bond potential.

## Variation 1: an uncertain line position

*The overtone is broad, and its centre may be wrong by $10\ \mathrm{cm^{-1}}$ either way. How does this affect $D$?*

Let $d=2\nu_1-\nu_2$, so that $D=w^2/(2d)$ and $\lambda=w/d$. A change of $\nu_2$ changes both $w$ and $d$ with coefficient $-1$. Therefore

$$\frac{\partial D}{\partial\nu_2}=-\frac wd+\frac{w^2}{2d^2}=\frac{\lambda(\lambda-2)}2=223.7 .$$

For $\nu_1$ the coefficients are $3$ for $w$ and $2$ for $d$:

$$\frac{\partial D}{\partial\nu_1}=\frac{3w}{d}-\frac{w^2}{d^2}=\lambda(3-\lambda)=-425.3 .$$

These derivatives are dimensionless. In practical units they are $27.7$ and $-52.7$ meV per $\mathrm{cm^{-1}}$. They are large because $D$ contains the reciprocal of $d=170\ \mathrm{cm^{-1}}$, a small difference between two large wavenumbers.

The linear estimate for a shift of $10\ \mathrm{cm^{-1}}$ in $\nu_2$ is $0.28$ eV. Direct use of the formula gives

- $\nu_2=7020\ \mathrm{cm^{-1}}$: $D=4.92$ eV;
- $\nu_2=7040\ \mathrm{cm^{-1}}$: $D=5.48$ eV.

The upward change is the larger one because $1/d$ rises more steeply as $d$ shrinks. Over the same range $w$ changes by only $10\ \mathrm{cm^{-1}}$ either way, or about 0.3%, while $D$ changes by 5 to 6%.

The kind of error matters too. If a calibration fault multiplies both wavenumbers by the same factor, then $w$, $d$ and $D$ are all multiplied by that factor, and the relative error of $D$ is no larger than that of the lines. If instead both lines are displaced upwards by the same $10\ \mathrm{cm^{-1}}$, the linear estimate is $10\times(27.7-52.7)=-250$ meV. The two displacements do not cancel, because $d$ contains $\nu_1$ twice and $\nu_2$ once.

## Variation 2: another well with the same two lines

*Replace the Morse potential by*

$$V=D_1\left(u^2+0.1\,u^4\right),\qquad u=1-e^{-y}.$$

*Can it reproduce the same lines, and does it have the same depth?*

This is also a well with a single minimum: $dV/du=D_1(2u+0.4u^3)$ has the sign of $u$, and $u$ increases with $y$. Near the minimum the term $u^4$ is of fourth order in $y$, so the curvature is still $2D_1$ in the variable $y$, and $w=2\sqrt{tD_1}$ as before. At large $y$, however, $u\to1$, and the depth is $1.1\,D_1$.

The Morse level formula no longer applies. The levels must be found numerically, with $w$ and $D_1$ adjusted until the lines lie at 3600 and $7030\ \mathrm{cm^{-1}}$. The fit gives

$$w=3768.4\ \mathrm{cm^{-1}},\qquad D_1=36155.2\ \mathrm{cm^{-1}},$$

$$1.1\,D_1\approx39771\ \mathrm{cm^{-1}}\approx4.93\ \mathrm{eV}.$$

The harmonic wavenumber has moved by less than $2\ \mathrm{cm^{-1}}$, but the depth is 0.25 eV smaller than in the Morse model. Two lines with no error at all therefore do not fix the depth until a shape has been chosen. The difference between these two wells is one example, not a bound on the model error.

A third line would help less than one might hope. The Morse model puts the second overtone, from $v=0$ to $v=3$, at

$$3w-12x=11310-1020=10290\ \mathrm{cm^{-1}},$$

whereas the modified well puts it at $10288.1\ \mathrm{cm^{-1}}$. To tell these two wells apart one would have to locate this line to better than about $2\ \mathrm{cm^{-1}}$, and the first two lines more precisely still: the Morse prediction equals $3(\nu_2-\nu_1)$, so an error of $1\ \mathrm{cm^{-1}}$ in either of them shifts it by $3\ \mathrm{cm^{-1}}$. A second overtone found near 10290 would support the assignment of the lines and the nearly linear decrease of the level spacing. It would not by itself confirm a depth of 5.18 eV. The values used here are collected in the numerical output below.

## Computed values

```
Input fundamental 0->1: 3600 cm^-1
Input first overtone 0->2: 7030 cm^-1
Twice fundamental minus overtone: 170 cm^-1
Harmonic wavenumber w: 3770 cm^-1
Anharmonicity x: 85 cm^-1
Conversion: 1 cm^-1 = 1.239842e-04 eV
Well depth D: 41802.6 cm^-1 = 5.183 eV
Zero-point energy: 1863.75 cm^-1
Depth from v=0, D0: 39938.9 cm^-1 = 4.952 eV
lambda = w/(2x): 22.176 (dimensionless)
Number of bound levels: 22
Diagonalized level v=0: 1863.75 cm^-1
Diagonalized level v=1: 5463.75 cm^-1
Diagonalized level v=2: 8893.75 cm^-1
Diagonalized level v=3: 12153.75 cm^-1
Largest level error, grid vs formula: 3.6e-10 cm^-1
Hot band 1->2, grid: 3430.0 cm^-1
Second overtone 0->3, grid: 10290.0 cm^-1
Numerical inversion, w: 3770.00 cm^-1
Numerical inversion, D: 41802.6 cm^-1
dD/dnu1: -425.3 (dimensionless)
dD/dnu2: 223.7 (dimensionless)
dD/dnu1: -52.7 meV per cm^-1
dD/dnu2: 27.7 meV per cm^-1
D if overtone is 7020 cm^-1: 4.92 eV
D if overtone is 7040 cm^-1: 5.48 eV
Non-Morse well, quartic coefficient: 0.1
Non-Morse well, harmonic wavenumber: 3768.4 cm^-1
Non-Morse well, scale D1: 36155.2 cm^-1
Non-Morse well, depth: 4.93 eV
Non-Morse well, 0->3 line: 10288.1 cm^-1
```
